# Why an Open Contact Looks Dark in Electron-Beam Voltage Contrast

Consider a flat metal contact of radius $a$ at potential $V$, surrounded by a plane at zero potential. A uniform extraction field of strength $F$ pulls electrons upward, away from the surface. An electron beam strikes the contact, and the secondary electrons it releases have energies set by a single scale, the work function $W$. In atomic units, with $z$ the height above the surface, an emitted electron obeys

$$\ddot{\mathbf r}=\nabla\phi,\qquad \phi=V\,g(\mathbf r/a)+Fz .$$

Measure length in units of $a$, energy in units of $W$ and time in units of $a/\sqrt W$. The equation of motion then contains just two numbers, $V/W$ and $Fa/W$. The fraction $b$ of secondaries that fall back on the contact must therefore have the form

$$b=b\!\left(\frac VW,\frac{Fa}{W}\right).$$

Charge conservation supplies a second relation. If the contact has no path to ground and each beam electron releases more than one electron on average, the contact charges positively until one electron leaves for each that arrives. This fixes $b$ through the emission yields alone, and $V$ takes whatever value the field problem requires. When few secondaries land on the surroundings, the darkness of such a contact is thus set mainly by counting electrons, while the local field is the means by which the count is brought into balance.

## The charge balance

Let each beam electron release on average $\delta$ secondaries and $\eta$ backscattered electrons, with total yield $\sigma=\delta+\eta$. The backscattered electrons are taken to be fast enough to escape regardless of $V$. Returning secondaries are absorbed and release no others, and the yields do not change with $V$. With beam current $I$, capacitance $C$ and leakage resistance $R$ to ground,

$$C\frac{dV}{dt}=I\left[\delta(1-b)+\eta-1\right]-\frac VR
=I\left[\sigma-1-\delta b\right]-\frac VR. \tag{1}$$

The sign is positive because departing electrons leave positive charge behind. At $V=0$ the extraction field acts alone, every secondary is pulled upward and $b=0$. If $\sigma>1$, an open contact therefore starts to charge positively. Setting $R\to\infty$ and $dV/dt=0$ gives

$$b=\frac{\sigma-1}{\delta}. \tag{2}$$

Since $\eta<1$, this fraction is below one. The balance is stable where $b$ rises with $V$: a small excess of voltage draws back more electrons, makes the bracket in equation (1) negative and lowers the voltage again.

Not every secondary that leaves the contact reaches the detector. Let $o$ be the fraction that lands on the surroundings. A grounded contact gives a secondary signal proportional to $\delta$, and an open one gives $\delta(1-b-o)$. The contrast relative to the grounded signal is

$$K=1-\frac{\delta(1-b-o)}{\delta}=b+o\ \ge\ \frac{\sigma-1}{\delta}. \tag{3}$$

The inequality holds for a fully open contact in steady state, compared with a grounded contact whose secondaries are all detected.

If the detector also counts backscattered electrons with equal efficiency, the grounded signal is $\sigma$. The open signal is $\delta(1-b-o)+\eta=1-\delta o$, by equation (2). The contrast becomes $(\sigma-1+\delta o)/\sigma$, which is smaller when $\eta>0$, because the backscattered part of the signal carries no voltage information in this model.

## How a positive contact holds its electrons

A positive potential alters the signal because it creates a barrier above the metal. The disc's potential follows from the solution for a plane with prescribed surface potential,

$$\phi_{\rm disc}(\mathbf r)=\frac{Vz}{2\pi}\int_{\rm disc}\frac{dA'}{|\mathbf r-\mathbf r'|^3}. \tag{4}$$

The kernel $z/(2\pi|\mathbf r-\mathbf r'|^3)$ is a derivative of $1/|\mathbf r-\mathbf r'|$, so it satisfies Laplace's equation. Its integral over the whole plane is one, and as $z\to0$ it concentrates at the point below, so the boundary value is correct. On the axis,

$$\phi(z)=Vz\int_0^a\frac{\rho\,d\rho}{(\rho^2+z^2)^{3/2}}+Fz
=V\left(1-\frac{z}{\sqrt{z^2+a^2}}\right)+Fz .$$

Differentiation gives

$$\frac{d\phi}{dz}=-\frac{Va^2}{(z^2+a^2)^{3/2}}+F .$$

At the surface this is $F-V/a$. An axial barrier therefore exists for $V>Fa$; below that, the extraction field wins all along the axis. Put $s=(V/Fa)^{1/3}$. The derivative vanishes where $\sqrt{z^2+a^2}=as$, so the top of the barrier lies at

$$z_s=a\sqrt{s^2-1}.$$

An electron starting at potential $V$ must climb

$$B=V-\phi(z_s)=\frac{Vz_s}{as}-Fz_s .$$

Because $V=Fas^3$, the first term is $Fs^2z_s$. Hence

$$B=Fz_s(s^2-1)=Fa(s^2-1)^{3/2}.$$

Taking the power $2/3$ and restoring $s^2=(V/Fa)^{2/3}$ gives

$$V^{2/3}=B^{2/3}+(Fa)^{2/3}. \tag{5}$$

For $V\gg Fa$ the ratio $B/V$ approaches one. As $V$ falls to $Fa$ the barrier vanishes.

This axial point is also the lowest pass to the detector. At fixed height, the kernel in equation (4) decreases with horizontal distance, so the integral is largest when the disc is centred below the observer. The potential at height $z_s$ is therefore highest on the axis, and no electron can cross that height with initial energy below $B$. Landing on the surrounding plane, at zero potential, costs $V$, which is at least $B$. Every electron that leaves the contact for good must have $E\ge B$.

## From barrier height to escaping fraction

Take the model energy density of the secondaries to be

$$p(E)=\frac{6W^2E}{(E+W)^4}.$$

With $x=E+W$ and $t=W/(W+B)$, the fraction with energy above $B$ is

$$\begin{aligned}
P(B)&=6W^2\int_{W+B}^{\infty}\frac{x-W}{x^4}\,dx\\
&=6W^2\left[\frac{1}{2(W+B)^2}-\frac{W}{3(W+B)^3}\right]
=3t^2-2t^3 .
\end{aligned}$$

This bounds the leaving fraction: $1-b\le 3t^2-2t^3$. As $V$ grows, $B$ grows and $t\to0$, so $b$ must approach one. A voltage satisfying equation (2) therefore exists.

Sufficient energy does not guarantee escape, because the electron may be moving in the wrong direction. Above an infinite flat surface, only motion along the normal helps. For cosine emission $\cos^2\theta$ is uniformly distributed between zero and one, so the fraction with $E\cos^2\theta>B$ is $1-B/E$. With $y=E-B$, the planar transmission is

$$6W^2\int_0^\infty\frac{y\,dy}{(y+W+B)^4}
=\frac{W^2}{(W+B)^2}=t^2 .$$

A small disc is not an infinite plane. Just outside its edge the surface is at zero potential while the space above is positive, so an electron moving sideways past the edge is pushed upward. The actual fraction requires trajectories in the full field of equation (4). Here they were followed for 2048 electrons with cosine emission, spread evenly over the contact.

An electron moving upward was counted as detected once it was above both $z_s$ and $2a$. This is justified by the kernel of the disc's downward pull, proportional to $(2z^2-r^2)/(r^2+z^2)^{5/2}$ at horizontal distance $r$. It decreases out to $r=2z$ and is negative beyond $r=\sqrt2\,z$. For $z\ge2a$ a centred disc collects its largest values, so the pull at each height is greatest on the axis, and there it is already weaker than $F$.

## A plug in oxide

Take a plug with $a=20$ nm and $W=4.5$ eV, under a beam of 1 nA landing at 800 eV. The yields are $\delta=1.2$ and $\eta=0.3$, so $\sigma=1.5$. The extraction field is 0.010 MV/cm, or 0.001 V/nm, and

$$Fa=0.001\times20=0.020\ \text{V}.$$

Equation (2) requires

$$b=\frac{1.5-1}{1.2}=0.417 .$$

The trajectories give these fractions:

| $V$ (V) | returned | outside | detected |
|---:|---:|---:|---:|
| 0.5 | 0.038 | 0.004 | 0.958 |
| 1.0 | 0.115 | 0.005 | 0.879 |
| 2.0 | 0.266 | 0.006 | 0.728 |
| 3.0 | 0.404 | 0.009 | 0.587 |
| 4.0 | 0.501 | 0.007 | 0.492 |

The returned fraction reaches 0.417 at $V=3.11$ V, with a sampling uncertainty of roughly 0.1 V. Equation (5) then gives a barrier of 2.95 eV, 106 nm above the surface. About 0.9% of the secondaries land outside, so the contrast is 0.425, just above its floor. Only some twenty sampled electrons land outside, so the outside fractions, and with them the contrast, are uncertain by a few thousandths.

The threshold $Fa$ marks the onset of the axial barrier, not of useful contrast. Secondaries have energies of several eV, so a barrier of some hundredths of an eV stops few of them. Contrast develops on the scale of volts.

The energy bound limits the voltage from above. Setting $3t^2-2t^3=1-0.417$ gives $t\approx0.556$ and $B=W(1/t-1)\approx3.60$ eV. Equation (5) turns this into $V\le3.77$ V. The planar criterion instead asks for $t=\sqrt{0.583}=0.764$, hence a barrier of 1.39 eV, far below the 2.95 eV found. For this small disc, judging electrons by normal energy alone overstates how many return. The sideways escape described above is a plausible cause, though its share was not isolated.

## Changing the field without changing the yields

A pad of radius 5000 nm, with the same yields, energy law and extraction field, has $Fa=5.00$ V. At a fixed potential of 2 V it draws back 0.020 of its secondaries, against 0.266 for the plug. The two metals are equally charged in the sense of potential, but the field above them differs. Charging reduces the signal through the retarding field it creates.

An open pad keeps charging until it reaches 7.26 V, uncertain by roughly 0.1 V from sampling and interpolation, where its returned fraction is again 0.417. Its contrast is 0.417, nearly the same as the plug's. The voltage has more than doubled while the contrast has hardly moved, as equations (2) and (3) require when few electrons land outside.

The axial barrier of the pad is then about 0.75 eV, by equation (5), so the energy bound is loose here: it requires only about 0.06 of the secondaries to return. The planar criterion with the same barrier would return about 0.27, still less than the 0.417 found from trajectories over the whole pad.

The sign of the charge matters too. At $-2$ V, none of the sampled electrons returned to the plug. Fewer than one in a thousand landed on the surroundings, and the rest were detected. The detection rule needs a separate check here, because a negative disc pushes electrons down far from its axis. The kernel $(2z^2-r^2)/(r^2+z^2)^{5/2}$ is most negative at $r=2z$, where it equals $-2/(5^{5/2}z^3)$. Multiplying by $|V|/2\pi$ and the disc's area shows that above $z=2a$ this push is at most $0.0045\ \text{V}/a$, less than the extraction field of $0.020\ \text{V}/a$, so the rule still holds. If $\sigma<1$, an open contact charges negatively, and at $-2$ V the model gives almost no loss of secondary signal. Noticeable contrast would have to come from something left out, such as a change of yield with landing energy or of detector collection. If $\sigma=1$, equation (1) keeps an initially uncharged contact at $V=0$, where the contrast vanishes.

## Resistance and time

With finite $R$, the steady form of equation (1) is

$$b=\frac{1}{\delta}\left(\sigma-1-\frac{V}{RI}\right).$$

Resistance and current enter as the product $RI$. At 1 nA, a leak of 1 MΩ holds the plug at 0.5 mV and leaves no visible contrast. At 1 GΩ the contrast is 0.037, and at 10 GΩ it is 0.26. Half the open-contact contrast is reached at 6.2 GΩ. The method as modelled separates open from conducting contacts, but a megohm defect looks grounded. With fixed yields and geometry, a hundred times more current would lower the half-contrast resistance a hundredfold.

The time needed depends on capacitance. Treat the plug, of height $h=100$ nm, as the core of a coaxial capacitor with a grounded shell at $d=60$ nm. In atomic units, for relative permittivity $\kappa=3.9$,

$$C=\frac{\kappa h}{2\ln(d/a)},$$

which converts to 19.7 aF. One electron changes the potential by $q=1/C$, or 8.11 mV. Integrating equation (1) without leakage gives

$$t=\int_0^{0.9V_{\rm open}}\frac{C\,dV}{I[\sigma-1-\delta b(V)]},$$

which is 281 ns, or 1755 beam electrons. These figures inherit the sampling error of $b(V)$ and are good to about 10%: if the balance lies at 3.2 V rather than 3.11 V, the count is nearer 1900. At the initial rate it would take about $0.9\times3.11/(0.00811\times0.5)\approx690$ electrons. Charging slows as more secondaries return.

Charge arrives in whole electrons, so the balance also fluctuates. Near it, a voltage deviation shrinks by a fraction $k=q\,\delta\,(db/dV)$ per beam electron. The table gives a slope of about $(0.501-0.266)/2=0.12$ per volt, hence $k\approx0.0011$. If the number of secondaries follows a Poisson law, those leaving contribute a variance of $0.7$, and backscattering with at most one electron per arrival contributes $0.3\times0.7=0.21$. In steady state the variance $v$ of the voltage satisfies

$$v=(1-k)^2v+0.91\,q^2
\quad\Rightarrow\quad v\approx\frac{0.91\,q^2}{2k},$$

where $k^2$ has been dropped beside $2k$. The resulting spread is about 0.16 V.

A simulation of 300 plugs, each receiving 8000 electrons one at a time, tests this approach to balance. It draws on the same sampled fractions, so it checks the charging dynamics and not the trajectories. After 1755 electrons the mean was 2.79 V, against the expected 2.80 V. Over the last 3000 electrons, 1.0003 electrons left per arrival, the mean voltage was 3.11 V and the spread was 0.17 V.

A scanned beam does not stay on one plug. Between visits a leaky plug discharges in a time of order $RC$, which at 6.2 GΩ is about 120 ns. Charge carries over from one visit to the next if the leak is slow compared with the interval between them. The voltage reached then depends on how much charge each visit adds and how much leaks away before the next, so the resistances quoted above apply to a continuous beam.

## Where a real wafer departs from the model

The example resembles inspection of tungsten plugs in silicon dioxide. Its yields, landing energy, nanoampere current and extraction field are rough typical values, not data for a particular tool. The least secure assumption is that the oxide around the plug stays at zero potential. The coaxial capacitor used above is not consistent with it: between the plug and a grounded shell at 60 nm, uncharged oxide would take intermediate potentials. As an extreme alternative, hold the oxide at the plug's own potential out to 60 nm, keeping the beam on the plug. Many returning electrons then miss the metal. The plug must reach about 19 V to recover enough of them (19.2 V in this sample, uncertain by some tenths of a volt because $b$ rises slowly there), 0.49 of the secondaries land outside, and the contrast rises to 0.91. If the oxide keeps those electrons, they lower its potential and so reduce the effect. The floor in equation (3) survives this change, but neither 3.11 V nor 0.425 should be read as a prediction for a real wafer.

In the coaxial model, the field in the oxide at the plug's side wall is

$$\frac{V}{a\ln(d/a)}=1.42\ \text{MV/cm},$$

well below a rough breakdown field of 10 MV/cm. The coaxial formula does not describe the 19 V case, which assumes a different potential in the oxide. Scaled to that voltage only as a guide, it gives nearly 9 MV/cm, where breakdown can no longer be set aside.

A thin oxide film left under the plug is more delicate. For an electron of effective mass $m$ meeting a barrier $\Phi$ in an oxide field $F_{\rm ox}$, with a voltage drop of at least $\Phi$, the semiclassical tunnelling exponent is

$$2\int_0^{\Phi/F_{\rm ox}}\!\sqrt{2m(\Phi-F_{\rm ox}x)}\,dx
=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3F_{\rm ox}} .$$

Combine this with the usual Fowler–Nordheim prefactor, $F_{\rm ox}^2/(16\pi^2m\Phi)$ in atomic units, and take $\Phi=3.1$ eV and $m=0.42$. At 3.11 V, a 5 nm film passes about $10^{-11}$ nA, which is negligible. A 2 nm film would pass about 0.6 nA, comparable with the initial charging current of 0.5 nA; with $m=0.5$ the estimate falls about fivefold. At 3.11 V the net charging current in equation (1) is already zero, so a leak of some tenths of a nanoampere is enough to keep the plug from holding that voltage. Such an open would settle at a lower voltage and show less contrast. These currents are order-of-magnitude estimates, and the field in the 2 nm film, 15.6 MV/cm, already exceeds the rough breakdown value.

Several other effects are small for this plug. Charging changes the landing energy by 0.39%. The thermal energy at 300 K is 0.026 eV, small beside the barrier. Beam electrons arrive 160 ps apart on average, while a 1 eV electron would cover the distance to the saddle in 0.18 ps at constant speed, so successive bursts of secondaries seldom overlap. The energy law places 1.9% of the secondaries above 50 eV, the customary upper limit for calling an electron secondary. The numerical output below lists the main computed values.

## Numbers as computed

```
Yields: delta 1.20, eta 0.30, sigma 1.50
Work function 4.50 eV; landing energy 800 eV
Plug radius 20 nm, height 100 nm
Beam 1.00 nA; extraction 0.010 MV/cm
Axial barrier threshold F*a: plug 0.020 V, pad 5.00 V
Returned below threshold at 0.010 V: 0.0000
Balance returned fraction (contrast floor): 0.4167
Plug 0.5 V: returned 0.038, outside 0.004, detected 0.958
Plug 1.0 V: returned 0.115, outside 0.005, detected 0.879
Plug 2.0 V: returned 0.266, outside 0.006, detected 0.728
Plug 3.0 V: returned 0.404, outside 0.009, detected 0.587
Plug 4.0 V: returned 0.501, outside 0.007, detected 0.492
Open plug voltage: 3.11 V
Saddle barrier 2.95 eV at 106 nm
Upper voltage limit 3.77 V; planar estimate 1.39 V
Open plug outside fraction: 0.009
Open plug secondary contrast: 0.425
Pad radius 5000 nm: open voltage 7.26 V
Pad upper voltage limit: 12.10 V
Pad outside 0.000; contrast 0.417
Returned at 2 V: plug 0.266, pad 0.020
At -2 V: returned 0.0000, outside 0.000, detected 1.000
Coaxial capacitance 19.7 aF; e/C 8.11 mV
Charge to 90% voltage: 1755 electrons, 281 ns
Simulation at that time: 2.79 V
Simulation late mean 3.11 V, rms 0.167 V
Simulation electrons leaving per arrival: 1.0003
Simulation secondary contrast: 0.425
Leak 1e+06 ohm: voltage 0.0005 V, contrast 0.0000
Leak 1e+08 ohm: voltage 0.0500 V, contrast 0.0005
Leak 1e+09 ohm: voltage 0.4599 V, contrast 0.0373
Leak 1e+10 ohm: voltage 1.9324 V, contrast 0.2620
Leak 1e+11 ohm: voltage 2.9030 V, contrast 0.4019
Half-contrast leak: 6.19 Gohm at 1.59 V
Spread potential to 60 nm: voltage 19.2 V
Spread case: outside 0.493, contrast 0.907
Oxide side field: 1.42 MV/cm
Tunnel model: barrier 3.1 eV, mass 0.42 m_e
Residual oxide 5.0 nm: field 6.2 MV/cm, tunnel 7.8e-12 nA
Residual oxide 2.0 nm: field 15.6 MV/cm, tunnel 6.4e-01 nA
Residual oxide 1.5 nm: field 20.7 MV/cm, tunnel 5.6e+01 nA
Net charging current at 0 V: 0.50 nA
Landing-energy change: 0.39 percent
Thermal energy at 300 K: 0.0259 eV
Beam electron spacing 160 ps; 1 eV flight to saddle 0.18 ps
Energy-law tail above 50 eV: 0.0193
Trajectory energy error, 95th percentile: 9.8e-07 eV
```
